\section*{Choosing an integrator and time step for atomistic spin dynamics}

\section{One spin in a constant field}

A spin of unit length in a constant field $b$ along $z$ precesses. With $\zeta=s_x+is_y$ the motion is $\dot\zeta=ib\zeta$, with $s_z$ constant. Let $h$ be the time step and $z=bh$ the angle turned per step. Heun's method takes a trial step and averages the slopes at its two ends:
\[
\zeta'=\zeta+\tfrac12\bigl[iz\zeta+iz(1+iz)\zeta\bigr]=(1+iz-\tfrac12z^2)\zeta .
\]
The squared modulus of the factor is $(1-z^2/2)^2+z^2=1+z^4/4$, so the transverse part grows. At $z=0.1$ its squared modulus grows by the fraction $2.5\times10^{-5}$ per step. Renormalizing the spin divides $s_z$ by a number above one. For $s_z>0$ this raises the energy $-bs_z$: a length error has become an energy error.

The implicit midpoint rule, $\zeta'=\zeta+\tfrac12iz(\zeta+\zeta')$, gives the factor $(1+iz/2)/(1-iz/2)$, of modulus one. Length and energy are kept; the phase is slightly wrong. Mentink's semi-implicit method coincides with it here, because the field does not depend on the spin. The Suzuki--Trotter method rotates by the exact angle. The methods separate further when spins interact, are damped, or feel thermal noise.

\section{Equation, units and temperature}

Symbols $s_i,F_i,a_i$ denote vectors. For unit spins take
\begin{equation}
H=-\tfrac12\sum_{ij}C_{ij}s_i\!\cdot s_j-k\sum_i(s_i^z)^2-b\sum_is_i^z,
\end{equation}
with symmetric $C$, $C_{ii}=0$, and $F_i=-\partial H/\partial s_i$. The Landau--Lifshitz--Gilbert equation in its explicit form is
\begin{equation}
\dot s_i=s_i\times a_i,\quad a_i=-g(F_i+\alpha s_i\times F_i),\quad g=\frac1{1+\alpha^2}.
\label{llg}
\end{equation}
Energy is in units of the exchange $J$, time in $\mu/(\gamma J)$, field in $J/\mu$, where $\mu$ is the moment and $\gamma$ the gyromagnetic ratio.

At temperature $T$ each component of $F_i$ receives independent white noise $\sigma\dot W$, read in the Stratonovich sense: the ordinary chain rule holds. The strength follows from demanding Boltzmann equilibrium. For one spin, noise component $n$ (unit vector $e_n$) drives the motion
\[
V_n=-g\,s\times e_n+g\alpha(e_n-s\,s_n).
\]
On the sphere the first part has zero divergence. The second is $g\alpha\nabla s_n$, with divergence $-2g\alpha s_n$. The Stratonovich diffusion current is $-\frac{\sigma^2}2\sum_nV_n\nabla\!\cdot(V_nP)$. Here $\sum_nV_ns_n=0$, and $\sum_nV_nV_n^T$ is $g^2(1+\alpha^2)=g$ times the tangential projector, since the cross terms are antisymmetric and cancel. The current is therefore $-\frac12g\sigma^2\nabla P$. The damping current is $-g\alpha P\nabla H$. For $P\propto e^{-H/k_BT}$ the two cancel if
\begin{equation}
\sigma^2=2\alpha k_BT .
\end{equation}
The precession current is divergence-free and runs along surfaces of constant $H$, so it leaves $P$ unchanged. The argument applies spin by spin to the interacting system.

\section{What each step conserves}

\subsection{Heun}
Let $f=s\times a(s)$, $\tilde s=s+hf$, $\tilde f=\tilde s\times a(\tilde s)$ and $s'=s+\frac h2(f+\tilde f)$. Each slope is orthogonal to its own spin: $s\cdot f=0$, and $\tilde s\cdot\tilde f=0$ gives $s\cdot\tilde f=-hf\cdot\tilde f$. Hence
\begin{align}
|s'|^2-|s|^2&=hs\cdot(f+\tilde f)+\tfrac{h^2}4|f+\tilde f|^2\nonumber\\
&=-h^2f\cdot\tilde f+\tfrac{h^2}4|f+\tilde f|^2=\tfrac{h^2}4|\tilde f-f|^2 .
\label{heun}
\end{align}
Heun never shortens a spin, whatever the field. Without noise $\tilde f-f=O(h)$ and the growth per step is $O(h^4)$. With noise held constant over a step, $hf$ is of size $\sqrt h$ and the growth is $O(h^2)$.

\subsection{Implicit midpoint}
Here $s_i'-s_i=h\,m_i\times a_i(m)$ with $m=(s+s')/2$. Multiplying by $2m_i=s_i+s_i'$ gives $|s_i'|=|s_i|$. For a quadratic $H$ the difference of energies is the midpoint gradient times the displacement:
\begin{align}
H'-H&=-\sum_iF_i(m)\cdot(s_i'-s_i)\nonumber\\
&=hg\alpha\sum_iF_i\cdot[m_i\times(m_i\times F_i)]\nonumber\\
&=-hg\alpha\sum_i|m_i\times F_i(m)|^2 .
\end{align}
The precession term dropped out because $F_i\cdot(m_i\times F_i)=0$. Without noise, damping thus never raises the energy, whatever the step size, and at $\alpha=0$ the energy is conserved. This requires a converged solution; terms in $H$ beyond quadratic break the first equality.

\subsection{Mentink's semi-implicit method}
With $w=ha$ known, the midpoint equation $m=s+\frac12m\times w$ is linear. Its product with $w$ gives $m\cdot w=s\cdot w$. Its cross product with $w$ gives $m\times w=s\times w+\frac12[w(s\cdot w)-w^2m]$. Inserting this,
\begin{equation}
m=\frac{s+\frac12s\times w+\frac14(s\cdot w)w}{1+w^2/4},\qquad s'=2m-s .
\end{equation}
Mentink's method solves this first with $a(s)$, giving $\tilde m$, then with $a(\tilde m)$. These are two sweeps of an iteration for the midpoint rule. Length is conserved at each sweep. Since $\tilde m-m=O(h^2)$ and $a$ is multiplied by $h$, the result differs from midpoint by $O(h^3)$ per step.

Energy is another matter. Take $\alpha=k=0$, write $(Cu)_i=\sum_jC_{ij}u_j$ and $d=\tilde m-m$. The two solves read
\[
\tilde m-s=\tfrac h2F(s)\times\tilde m,\qquad m-s=\tfrac h2F(\tilde m)\times m .
\]
Their difference, with $F(\tilde m)=F(s)+C(\tilde m-s)$, is
\[
d=\tfrac h2\bigl[F(s)\times d-C(\tilde m-s)\times m\bigr].
\]
Because $F(\tilde m)\cdot(s'-s)=0$ for each spin and $F(m)=F(\tilde m)-Cd$,
\begin{align*}
H'-H&=\sum(Cd)\cdot(s'-s)=2\sum d\cdot C(m-s)\\
&=h\sum\bigl\{C(m-s)\cdot[F(s)\times d]+Cd\cdot[C(\tilde m-s)\times m]\bigr\}.
\end{align*}
The last line uses $C(m-s)=C(\tilde m-s)-Cd$; the part with two factors $C(\tilde m-s)$ vanishes. To leading order $C(\tilde m-s)=\frac h2\dot F$ and $d=-\frac{h^2}4G$, with $G=\dot F\times s$. Therefore
\begin{equation}
H'-H=-\frac{h^4}8\sum_i\bigl[(\dot F_i\times F_i)\cdot G_i+G_i\cdot(CG)_i\bigr]+O(h^5).
\label{defect}
\end{equation}
An $O(h^4)$ error per step permits a drift rate $O(h^3)$. Near ferromagnetic alignment with $b=0$, $F_i\simeq D_ie_z$ with $D_i=\sum_jC_{ij}$, and $q_i=\dot F_i$ is transverse. Then $G_i=q_i\times e_z$ and the sum becomes
\[
\sum_iD_iq_i^2+\sum_{ij}C_{ij}q_i\cdot q_j=\tfrac12\sum_{ij}C_{ij}|q_i+q_j|^2 .
\]
For ferromagnetic couplings this is not negative, so at this order the method loses energy or keeps it.

\subsection{Small clusters that hide the drift}
Suppose two groups, with spin sums $A$ and $B$, are coupled so that each spin sees all spins of the other group with unit strength and nothing else; $\alpha=b=k=0$. Then $H=-A\cdot B$. With $\kappa=h/2$, the sums obey
\begin{align*}
\tilde A&=A+\kappa B\times\tilde A, & \tilde B&=B+\kappa A\times\tilde B,\\
A_m&=A+\kappa\tilde B\times A_m, & B_m&=B+\kappa\tilde A\times B_m .
\end{align*}
Put $w=\tilde B\times\tilde A$, $e=\tilde A\cdot\tilde B$, $Y=\tilde B\times A$. The second equation gives $B=\tilde B+\kappa Y$ and $\tilde B\cdot B=\tilde B^2$. Inserting $A=\tilde A-\kappa B\times\tilde A$ into $Y$,
\begin{align*}
Y&=w-\kappa\bigl[eB-\tilde B^2\tilde A\bigr]
=w-\kappa\bigl[e\tilde B-\tilde B^2\tilde A\bigr]-\kappa^2eY\\
&=w-\kappa\tilde B\times w-\kappa^2eY .
\end{align*}
With $X=w/(1+\kappa^2e)$, for nonzero denominator, this says $\tilde B\times(A+\kappa X)=X$. So $A_m=A+\kappa X$. Exchanging the groups changes the sign of $X$, so $B_m=B-\kappa X$. Hence $A+B$ is conserved. The lengths $|A|$ and $|B|$ are conserved too, as each sum is rotated, and with them $A\cdot B$ and the energy.

Dimers, open three-spin chains and four-spin rings belong to this class. At $h=0.5$ their computed errors are at rounding level, while an open four-spin chain reaches $1.1\times10^{-2}J$ in one step. Energy conservation should be judged on a system outside this class.

\subsection{Suzuki--Trotter}
One spin at a time moves in its frozen field $F=|F|e$. With $c=s\cdot e$, Eq.~(\ref{llg}) gives $\dot c=g\alpha|F|(1-c^2)$ and precession at rate $g|F|$. Over a time $\tau$, $\operatorname{artanh}c$ grows by $g\alpha|F|\tau$. With $T_\tau=\tanh(g\alpha|F|\tau)$,
\begin{equation}
s'=\frac{(c+T_\tau)e+\sqrt{1-T_\tau^2}\,R\,s_\perp}{1+cT_\tau},
\end{equation}
where $R$ rotates by $g|F|\tau$ about $e$. The transverse factor follows from $(1+cT_\tau)^2-(c+T_\tau)^2=(1-c^2)(1-T_\tau^2)$, which also shows that length is kept. A full step visits the spins in order with $\tau=h/2$, then in reverse order.

If $H$ is linear in each single spin ($k=0$), the part containing $s_i$ is $-s_i\cdot F_i$. Undamped rotation about $F_i$ conserves it, hence the total energy. With exchange and $k\ne0$, the true field $2ks_i^ze_z$ generally changes during a substep; if it is held frozen, as in the version used below, exact conservation is lost. This can be repaired without damping. Let $F_i^0$ be the field without anisotropy. The energy change of a substep is $-[F_i^0+k(s_i^z+s_i'^z)e_z]\cdot(s_i'-s_i)$, so rotating about the bracketed field, found by iteration, conserves the energy exactly. Alternatively, the anisotropy alone can be integrated exactly, as a rotation about $z$ at rate $2ks_i^z$, in half steps before and after the sweep; the energy is then not exact, but its error is much smaller.

\subsection{Order without noise}
Heun and midpoint both expand as $s+hf+\frac{h^2}2(f\cdot\nabla)f+O(h^3)$, as does the exact solution, so their order is 2. Mentink inherits this from midpoint. For Suzuki--Trotter with $k=0$, the step $S_h$ is undone by $S_{-h}$. If its leading local error is $h^{p+1}E$, then $S_{-h}S_h=1$ requires $[1+(-1)^{p+1}]E=0$, so $p$ is even; as the method is consistent, $p\ge2$. A frozen anisotropy field, evaluated at the start of each substep, breaks this symmetry. With $k=0.5$ the measured order of this frozen version is 1.00, against about 2 for all methods at $k=0$. Both repairs above keep the symmetry and, without damping, give order 2.

\section{Convergence to the Stratonovich solution}

Hold the noise field at $\sigma\Delta W/h$ during a step. The total displacement field is $V=hf_0+\sigma\sum_nV_n\Delta W_n$, with $f_0$ the noise-free slope. For $k=0$ all four methods give
\[
s'=s+V+\tfrac12(V\cdot\nabla)V+O(V^3).
\]
As $\langle\Delta W_n\Delta W_l\rangle=h\delta_{nl}$, the quadratic term has mean $\frac12\sigma^2h\sum_n(V_n\cdot\nabla)V_n$ at order $h$. This is the drift that distinguishes Stratonovich from It\^o. Explicit Euler lacks it. Freezing the anisotropy alters $V^2$ terms only by factors containing $h$, of mean $O(h^2)$, and leaves the limit unchanged.

The true solution also contains the L\'evy areas $\frac12\int(W_ndW_l-W_ldW_n)$, with $W$ counted from the start of the step. They multiply the commutators of $V_n$ and $V_l$, have zero mean and size $O(h)$, and are not fixed by the increments. Over $t/h$ steps such independent errors add in quadrature to $h\sqrt{t/h}=\sqrt{th}$: pathwise (strong) order $1/2$. Mean errors of $O(h^2)$ per step add to $O(h)$: order 1 for averages (weak order).

With one noise axis there is no area. The random local error is $O(h^{3/2})$, which accumulates to $O(h)$. If field and noise both lie along $z$, the chain rule gives, with $Z=bt+\sigma W$,
\[
s_z(t)=\tanh(\operatorname{artanh}s_z(0)+g\alpha Z),\quad \phi(t)=\phi(0)+gZ .
\]
Against this solution Heun, midpoint and Mentink show orders 1.01 to 1.03; Suzuki--Trotter reproduces it to rounding.

For a dimer with three noise axes no exact path is at hand; errors at $h=1/16$ and $1/128$ are measured against a midpoint run at $h=1/2048$ on the same noise path. There midpoint, Mentink and Suzuki--Trotter show order 0.53. Heun shows 0.62, or 0.60 renormalized. At $h=1/128$ all errors are 0.026, as expected if the missing areas dominate. Heun's higher figure comes from its larger error at $h=1/16$ (0.095, against 0.078 for midpoint).

\subsection{The mean of a free spin}
Without field or damping, a step turns the spin by $v=\sigma\Delta W$, with $\langle v_iv_j\rangle=x\delta_{ij}$, $x=\sigma^2h$. The exact mean shrinks by $e^{-x}$, because $\frac12\sum_ne_n\times(e_n\times s)=-s$. Heun gives $s+v\times s+\frac12v\times(v\times s)$, with mean factor $1-x$. Its squared length grows by $\frac14v^2|v\times s|^2$, on average $\frac14(8+2)x^2=\frac52x^2$. Renormalization subtracts half of this, $\frac54x^2$, from the mean factor.

A rotation by $\theta$ about an isotropic axis has mean factor $1-\frac23\langle1-\cos\theta\rangle$. Midpoint and Mentink have $\tan(\theta/2)=v/2$, so $1-\cos\theta=v^2/2-v^4/8+\dots$; Suzuki--Trotter has $\theta=v$ and $v^2/2-v^4/24+\dots$. With $\langle v^2\rangle=3x$ and $\langle v^4\rangle=15x^2$ the factors are $1-x+\frac54x^2$ and $1-x+\frac5{12}x^2$. Subtracting $e^{-x}=1-x+\frac12x^2$ leaves these errors, in units of $x^2$:
\begin{center}
\begin{tabular}{lr}
Heun & $-1/2$\\
Heun, renormalized & $-7/4$\\
midpoint, Mentink & $3/4$\\
Suzuki--Trotter & $-1/12$
\end{tabular}
\end{center}
Euler's mean factor is 1: it misses the decay altogether.

\section{A worked choice}

Take $J=5$~meV and $\mu=2\mu_B$. The time unit is 131.5~fs, so $h=0.1$ means 13.15~fs. Thirty-two undamped rings of eight partly aligned spins, with $b=0.5$ and $k=0$, run to time 50, or 6.6~ps. The mean energy changes per spin, in $J$, are:
\begin{center}
\begin{tabular}{lrr}
 & $h=0.1$ & $h=0.05$\\
Heun & $0.233$ & $0.018$\\
Heun, renormalized & $0.220$ & $0.027$\\
Mentink & $-0.0134$ & $-0.0017$
\end{tabular}
\end{center}
Midpoint and Suzuki--Trotter stay at rounding level. Unnormalized Heun has a largest length error of 0.34 at $h=0.1$. Mentink's change is $-0.0026$ at time 10 and about five times that at time 50: a drift, not a bounded oscillation. Halving $h$ divides it by 8, as Eq.~(\ref{defect}) suggests. To bring it to $10^{-3}J$ over this run, choose
\[
h=0.1\left(\frac{0.001}{0.0134}\right)^{1/3}\approx0.042,
\]
about 5.5~fs. This value belongs to this example only: two neighbours per spin and $b=0.5$, which is 22~T. Another random set of starting states shifts the drift by 15 to 20\%. The drift grows quickly with the local field: a $4\times4\times4$ simple cubic lattice with the same $J$, $b$ and $h=0.042$ loses about $0.04J$ per spin over the same time and needs a much smaller step. Midpoint needed 14 sweeps per step at $h=0.1$, iterated to rounding for all rings together, against Mentink's two. With $k=0.5$ (2.5~meV, a very large anisotropy), Suzuki--Trotter with the frozen field had an rms energy error of $0.072J$ per spin by time 10; midpoint remained at rounding level. The frozen error is about $2\times10^{-3}J$ at $k=0.01$. At $k=0.5$, separate anisotropy half steps give about $7\times10^{-4}J$, and the iterated field gives rounding level.

For thermal averages, consider one spin with $b=1$ (43~T), $\alpha=0.1$, $k_BT=0.5J$ (29~K). With $y=b/(k_BT)=2$,
\[
\langle s_z\rangle=\frac{d}{dy}\ln\frac{2\sinh y}{y}=\coth y-\frac1y=0.5373 .
\]
At $h=0.1$ the stationary value is too high by $4.1\times10^{-3}$ for renormalized Heun, $1.7\times10^{-3}$ for Suzuki--Trotter and $4\times10^{-5}$ for midpoint and Mentink. Halving $h$ roughly halves each bias. This ranking differs from that of the free-spin mean: accuracy in one average does not guarantee it in another. The numerical check computes these biases without random sampling. The large lead of midpoint and Mentink goes with weak damping: at $\alpha=0.5$ and $h=0.1$ the biases are about $3\times10^{-3}$ for both, $6\times10^{-3}$ for Suzuki--Trotter and $1.1\times10^{-2}$ for renormalized Heun.

\section{Guidance}

\begin{itemize}
\item For long undamped runs with exchange and a uniform field, choose Suzuki--Trotter if energy is the main concern. It does not exactly keep the total spin along the field, which this model also conserves; converged midpoint keeps both. With on-site anisotropy, do not freeze the anisotropy field: choose midpoint, converged tightly, or Suzuki--Trotter with the anisotropy field iterated or split off.
\item For thermal runs, Mentink is a sound first choice: two sweeps, fixed length, and weak order 1. Its bias in the example is close to midpoint's, but for one spin in a constant field the two methods differ only through the damping term; for interacting spins the bias was not tested and should be checked. In weakly damped runs, check its energy drift.
\item Use Heun for short runs or with small steps. Renormalization repairs the length, not the energy.
\item Choose $h$ by repeating the run at $h/2$. In the undamped example above, this divided the drift of Mentink and renormalized Heun by about 8; in the one-spin thermal example it roughly halved the bias. Do not assume the same factors for other systems. With three noise axes, individual paths improve only by about $\sqrt2$, so compare averages.
\end{itemize}

\section*{Table of computed values}
\begin{verbatim}
J = 5.0 meV, moment = 2.0 Bohr magnetons
time unit = 131.49 fs, field unit = 43.19 T
step 0.1 = 13.15 fs
Heun squared-length growth, z=0.1: 2.500e-05 per step
damped midpoint energy change, h=0.2: -0.067741 J
Mentink minus midpoint, one-step order = 3.004
Mentink max one-step |dE|/J, h=0.5: dimer 3.3e-16, 3-chain 6.7e-16, 4-ring 1.1e-15, 4-chain 1.1e-02
Mentink leading energy error: relative gap 5.3e-03 (h=0.01); near-aligned mean dE -5.75e-10 J (h=0.02)
deterministic order, no anisotropy:
  Heun: 2.006
  Heun renorm.: 1.984
  midpoint: 1.998
  Mentink: 1.995
  Suzuki-Trotter: 2.000
Suzuki-Trotter order with frozen anisotropy k=0.5 J: 1.000
32 rings of 8 spins, b=0.5; dE in J per spin; times 10 and 50
  Heun: max length error 3.4e-01 (h=0.1)
    mean dE(10) 3.04e-02, dE(50) 2.33e-01; h=0.05: dE(50) 1.82e-02
    rms dE(50): h=0.1 2.55e-01, h=0.05 1.92e-02
  Heun renorm.: max length error 3.3e-16 (h=0.1)
    mean dE(10) 4.56e-02, dE(50) 2.20e-01; h=0.05: dE(50) 2.74e-02
    rms dE(50): h=0.1 2.32e-01, h=0.05 2.90e-02
  midpoint: max length error 1.1e-14 (h=0.1)
    mean dE(10) -4.85e-16, dE(50) -2.92e-15; h=0.05: dE(50) -2.55e-15
    rms dE(50): h=0.1 5.06e-15, h=0.05 4.16e-15
  Mentink: max length error 1.1e-14 (h=0.1)
    mean dE(10) -2.58e-03, dE(50) -1.34e-02; h=0.05: dE(50) -1.67e-03
    rms dE(50): h=0.1 1.42e-02, h=0.05 1.77e-03
  Suzuki-Trotter: max length error 5.8e-15 (h=0.1)
    mean dE(10) -9.19e-17, dE(50) -3.07e-16; h=0.05: dE(50) -2.80e-16
    rms dE(50): h=0.1 9.04e-16, h=0.05 1.54e-15
midpoint sweeps per step at h=0.1: 14.0
k=0.5, h=0.1, time 10, rms dE: midpoint 2.0e-15, Suzuki-Trotter 7.20e-02 J/spin
one noise axis, alpha=0.3, kT=1 J, time 2: rms error, order
  Heun: 2.60e-02 at h=1/16, 3.06e-03 at 1/128, 1.029
  Heun renorm.: 2.35e-02 at h=1/16, 2.86e-03 at 1/128, 1.013
  midpoint: 1.05e-02 at h=1/16, 1.29e-03 at 1/128, 1.009
  Mentink: 1.20e-02 at h=1/16, 1.47e-03 at 1/128, 1.011
  Suzuki-Trotter: 7.8e-16 at h=1/16 (exact flow)
dimer, three noise axes, alpha=0.1, kT=2 J, b=1, time 1:
  Heun: 9.53e-02 at h=1/16, 2.62e-02 at 1/128, 0.621
  Heun renorm.: 9.05e-02 at h=1/16, 2.61e-02 at 1/128, 0.599
  midpoint: 7.84e-02 at h=1/16, 2.61e-02 at 1/128, 0.529
  Mentink: 7.84e-02 at h=1/16, 2.61e-02 at 1/128, 0.529
  Suzuki-Trotter: 7.80e-02 at h=1/16, 2.59e-02 at 1/128, 0.530
free spin, x=0.002: (mean factor - exp(-x))/x^2
  Heun: -0.4997
  Heun renorm.: -1.7426
  midpoint: 0.7460
  Mentink: 0.7460
  Suzuki-Trotter: -0.0832
Euler mean factor 1.000000; Heun mean squared-length gain/x^2 = 2.5000
thermal spin: b=1, alpha=0.1, kT=0.5 J (29.01 K), Langevin mz=0.537315
  Heun renorm.: bias 4.058e-03 (h=0.1), 2.091e-03 (h=0.05)
  midpoint: bias 3.940e-05 (h=0.1), 1.841e-05 (h=0.05)
  Mentink: bias 4.020e-05 (h=0.1), 2.088e-05 (h=0.05)
  Suzuki-Trotter: bias 1.720e-03 (h=0.1), 7.889e-04 (h=0.05)
\end{verbatim}
